Why discarding boundary-cut capture zones can bias the mean area

**Question.** A microscope image shows islands on a surface during growth. Each island is assigned its capture zone, the Voronoi cell of points closer to it than to any other island. Zones cut by the image boundary are incomplete, so they are discarded and the remaining areas are averaged. Why does this tend to give too small a mean area, how large is the error, and must it have that sign?

**Answer.** The boundary does not select zones at random. To survive, a zone must fit between the left and right edges of the image and between its top and bottom edges. A wide zone has fewer positions in which it fits than a narrow one. If zones of large area also tend to be wide, large areas are under-represented among the survivors and their mean is too low. The boundary thus acts on width, and the error in area comes from the correlation between area and width.

**From the mechanism to a formula**

Let the island pattern be statistically homogeneous, with N islands per unit area. First suppose that the true zones are known, including the effect of islands just outside the image. Angle brackets denote an average in which every island counts once. A large surface of area S contains NS islands, and their zones fill it without overlap, apart from a negligible strip at its rim. Hence

⟨A⟩ = S/(NS) = 1/N.

Take an image with sides Lx and Ly. Consider a zone that extends a distance l to the left of its island and r to the right, so that its width is wx = l + r. It is uncut in this direction if the island's coordinate lies between l and Lx − r, an interval of length Lx − wx. If wx exceeds Lx, no position is possible. The same holds for the height wy. The allowed positions fill the area (Lx − wx)₊(Ly − wy)₊, where the subscript + replaces a negative number by zero. Homogeneity makes all positions equally likely, so an island inside the image keeps its zone with probability

p = (1 − wx/Lx)₊ (1 − wy/Ly)₊.

The expected number of kept zones per image is N Lx Ly ⟨p⟩, and their expected total area is N Lx Ly ⟨A p⟩. When the kept zones of many images are pooled, the mean tends to the ratio

⟨A⟩_kept = ⟨A p⟩/⟨p⟩.

By the definition of covariance, ⟨A p⟩ = ⟨A⟩⟨p⟩ + Cov(A,p). Dividing by ⟨p⟩ and subtracting ⟨A⟩ = 1/N gives the bias

B = ⟨A⟩_kept − 1/N = Cov(A,p)/⟨p⟩.

Since ⟨p⟩ is positive whenever any zones can be kept, the bias is downward if and only if Cov(A,p) is negative. More images of the same size reduce the statistical scatter but leave B unchanged.

**When the sign is guaranteed**

For islands placed independently at random (a Poisson pattern), the sign can be proved. Fix one island and add another somewhere. The newcomer can take territory from the first zone but cannot give it any. So A cannot increase, the widths cannot increase, and p cannot decrease.

To turn this into a statement about covariance, divide the surface around the fixed island into tiny squares, each independently empty or occupied. Let x be the state of one square and x′ an independent copy of it, with all other squares held fixed. Because A and p respond in opposite directions,

[A(x) − A(x′)] [p(x) − p(x′)] ≤ 0.

The average of the left side is 2Cov(A,p) for that one square, so this covariance is not positive. For several squares, split off one at a time:

Cov(A,p) = ⟨Cov(A,p | others)⟩ + Cov(⟨A | others⟩, ⟨p | others⟩).

The first term is not positive, by the one-square argument. In the second, averaging over one square preserves the opposite responses to the remaining ones, so the argument can be repeated until no squares are left. Letting the squares shrink gives Cov(A,p) ≤ 0 for Poisson islands and any image size. This is the Harris inequality.

Real islands are not placed independently, because nucleation is suppressed near existing islands. The proof does not cover them, and the covariance has to be evaluated.

**Large images**

If every zone fits in the image, the product can be expanded:

p = 1 − wx/Lx − wy/Ly + wx wy/(Lx Ly).

The constant does not contribute to the covariance, so

Cov(A,p) = −Cov(A,wx)/Lx − Cov(A,wy)/Ly + Cov(A,wx wy)/(Lx Ly).

For large images the last term is of second order, and ⟨p⟩ differs from 1 by a first-order amount. To leading order,

B ≈ −Cov(A,wx)/Lx − Cov(A,wy)/Ly.

In an isotropic pattern the widths can be replaced by the perimeter P. An edge of length s at angle θ to the x axis projects onto a length s|cos θ|. The projections of all edges cover the width of a convex polygon twice, so wx is half their sum. The average of |cos θ| over all directions is 2/π, which makes the mean width ½P(2/π) = P/π. Rotation leaves A unchanged, hence Cov(A,wx) = Cov(A,P)/π. For a square image of side L,

B ≈ −2Cov(A,P)/(πL).

At fixed island pattern the bias therefore falls as 1/L. This matches the geometry: the strip in which zones are cut has an area proportional to L, the image an area proportional to L².

**A worked case**

Take N = 0.0040 nm⁻², so the true mean area is 1/0.0040 = 250 nm². A square image of side 100 nm then contains 40 islands on average. To represent suppressed nucleation, islands are placed one after another at random, and any position closer than 8 nm to an earlier island is refused. This depletion model is a stand-in for correlated islands, not a simulation of growth.

The mean zone width is 20.0 nm. A zone of this width and height is kept with probability (1 − 0.200)² = 0.64, which agrees with the computed kept fraction of 0.641. The leading-order estimate uses 2Cov(A,P)/π = 476 nm³:

B ≈ −476/100 = −4.8 nm².

The full formula gives −5.9 nm². Counting uncut zones directly in randomly shifted image frames also gives −5.9 nm². The kept mean is therefore 244 nm², about 2.4 % below the truth. The two higher-order effects can be separated. The full covariance is B⟨p⟩ = −5.91 × 0.641 = −3.8 nm², so the product term has contributed about +1.0 nm² to the −4.8 nm². Division by 0.641 then more than restores the loss.

The mechanism is visible when the zones are sorted into four equal groups by area. Their mean areas are 160, 214, 265 and 362 nm², and their cut fractions are 0.301, 0.342, 0.372 and 0.421. Weighting each group by its surviving fraction gives

(0.699×160 + 0.658×214 + 0.628×265 + 0.579×362)/(0.699 + 0.658 + 0.628 + 0.579) ≈ 245 nm².

These four numbers already account for about 5 of the 5.9 nm². Width matters even when area hardly varies: among zones within 2 % of the mean area, the wider half is cut with frequency 0.377 and the narrower half with 0.348.

With the island density unchanged, an image of side 400 nm has a bias of only −1.2 nm². Poisson islands at the same density give −15.2 nm² in the 100 nm image. Their mean width and kept fraction are almost the same as in the depletion model, but the covariance of A with wx + wy is 1230 nm³ instead of 477 nm³. The wider spread of zones, rather than a greater overall loss, makes their bias larger.

**What one image shows**

In the depletion model the kept mean of a single 100 nm image scatters with a standard deviation of 27 nm², far more than the bias. It lies below the true mean in only 58 % of the simulated images (uncertain by about one percentage point), so one image can easily err upwards. If this scatter is used to estimate that of a pooled mean, it falls to the size of the bias after about (27.0/5.91)² ≈ 21 images. This is a rough figure: the pooled ratio weights images by their number of zones, its scatter per image is nearer 25 nm², and about 18 images suffice.

Averaging the image means with equal weight is a different procedure, and it gives a bias of about −3 nm² here. If image k has n kept zones with mean m, the pooled mean is

⟨n m⟩/⟨n⟩ = ⟨m⟩ + Cov(n,m)/⟨n⟩,

where the brackets now average over images. Images with larger zones tend to contain fewer of them, which makes the covariance negative and the pooled mean lower.

**When the bias points upwards**

Suppose equal numbers of 100 nm images come from two regions with islands on rectangular lattices aligned with the image sides. The zones are 16 nm × 16 nm (256 nm²) in one region and 40 nm × 5 nm (200 nm²) in the other. The expected numbers of uncut zones per image are

(84/16)² ≈ 27.56 and (60/40)(95/5) = 28.50.

The pooled kept mean is (27.56×256 + 28.50×200)/(27.56 + 28.50) ≈ 227.53 nm². The true mean is the area of two images divided by the islands they contain, 20000/(39.0625 + 50) ≈ 224.56 nm². The bias is +3.0 nm², because here the smaller zones are long and are cut more often. If all zones had equal area, the bias would vanish whatever their shapes.

**Islands outside the image**

If nothing is known about the surroundings of the image, the zones have to be drawn from the visible islands alone. Missing neighbours can only enlarge a drawn zone. Some zones that are truly uncut then appear to cross the boundary and are lost, while others stay inside but are too large. In the depletion model 14 % of the uncut drawn zones are too large. The true areas of the islands kept in this way have a bias of −10.6 nm²; the enlargement brings the measured bias back to −9.1 nm², with a standard error of about 0.5 nm² if the images are treated as independent. Both values can move together by about 1 nm² from one simulated sample to another, while their difference of about 1.5 nm² is better determined. The two errors partly cancel, but the result is worse than with true zones.

If only the mean area is wanted, no zones need to be discarded. Count every island whose centre lies in the image, average the count over images, and divide the image area by it. Since the expected count is N Lx Ly, this estimates 1/N without a boundary bias in the density. The average should be taken before dividing: averaging the single-image ratios gives 252.7 nm², since the reciprocal of a fluctuating count exceeds, on average, the reciprocal of its mean.

If the distribution of areas is wanted, draw a disc around each corner of a zone, passing through its island. An unseen island can alter the zone only if it is closer to some corner than the zone's own island is, that is, if it lies in one of these discs. For point islands, a zone whose discs all lie in the image is therefore certain. Let their union have widths fx and fy. The sliding argument gives a retention probability (1 − fx/Lx)(1 − fy/Ly), and weighting each certain zone by its inverse removes the selection, provided every union could fit in the image. The depletion model sets no strict upper limit on the unions, but those wider than the image are too rare to appear in the simulated sample, where the largest is 84 nm wide. The corrected mean is 249.7 nm², with a standard error of about 0.7 nm² on the same assumption of independent images.

**Relation to a real surface**

The island density and the 8 nm exclusion distance are model choices. Real islands are not points. Some are cut by the image edge, and counting islands by their centres requires knowing where the centres of these cut islands lie. Leaving out all cut islands makes the estimated mean area too large, while counting every visible island makes it too small. With islands covering 0.1 monolayer, their areas proportional to their point-island zones, and zones bounded by equal distance from the island edges, the bias on one simulated surface changes from −6.0 to −7.9 nm². Refining the pixels used for this comparison moved either value by about 0.2 nm². An assumed scanner length error of 2 % along both axes changes the measured area by 10 nm², more than the boundary bias of the depletion model in the 100 nm image; along one axis only it changes the area by 5 nm², comparable to that bias. Correcting for the boundary does not remove this error, so an accurate absolute area also needs an accurate length calibration. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
Island density: 0.0040 nm^-2; true mean area: 250.0 nm^2
Mean spacing 1/sqrt(N): 15.81 nm; exclusion: 8.0 nm
Image side: 100 nm; mean islands per image: 40
Islands simulated per model: 61440
[Poisson] relative std of area: 0.528; mean width: 20.13 nm; largest: 54.0 nm
[Poisson] correlation of area and x-width: 0.773
[Poisson] Cov(A,wx+wy): 1230 nm^3; 2Cov(A,P)/pi: 1229 nm^3
[Poisson] side 50 nm, bias: direct -39.37, formula -39.32, large-image -24.58 nm^2
[Poisson] side 100 nm, bias: direct -15.23, formula -15.19, large-image -12.29 nm^2
[Poisson] side 200 nm, bias: direct -6.83, formula -6.80, large-image -6.14 nm^2
[Poisson] side 400 nm, bias: direct -3.19, formula -3.23, large-image -3.07 nm^2
[Poisson] 100 nm image: kept mean 234.8 nm^2, bias -6.08 %, std. error 0.16 nm^2
[Poisson] 100 nm image: fraction of zones kept 0.639
[depletion] relative std of area: 0.327; mean width: 19.96 nm; largest: 41.5 nm
[depletion] correlation of area and x-width: 0.706
[depletion] Cov(A,wx+wy): 477 nm^3; 2Cov(A,P)/pi: 476 nm^3
[depletion] side 50 nm, bias: direct -15.47, formula -15.49, large-image -9.53 nm^2
[depletion] side 100 nm, bias: direct -5.91, formula -5.91, large-image -4.76 nm^2
[depletion] side 200 nm, bias: direct -2.64, formula -2.64, large-image -2.38 nm^2
[depletion] side 400 nm, bias: direct -1.23, formula -1.25, large-image -1.19 nm^2
[depletion] 100 nm image: kept mean 244.1 nm^2, bias -2.36 %, std. error 0.07 nm^2
[depletion] 100 nm image: fraction of zones kept 0.641
Cut fraction by area quartile, small to large: 0.301, 0.342, 0.372, 0.421
Mean area in these quartiles (nm^2): 160, 214, 265, 362
Cut fraction, area within 2 % of mean: wider half 0.377, narrower half 0.348
Single images: kept zones 25.7, std of kept mean 27.0 nm^2
Average of single-image means minus truth: -3.08 nm^2
Fraction of single images with kept mean below truth: 0.579
Image area / island count, single images: mean 252.7, std 26.4 nm^2
Visible islands only: bias -9.10 nm^2, std. error 0.50 nm^2
Same kept islands with their true areas: bias -10.58 nm^2
Fraction of uncut drawn zones that are too large: 0.1438
Disc-union correction: mean 249.68 nm^2, std. error 0.70 nm^2
Largest disc-union width: 84.0 nm
Counterexample zones: 16 x 16 nm (256 nm^2) and 40 x 5 nm (200 nm^2)
Counterexample: true mean 224.56, kept mean 227.53, bias +2.97 nm^2
Finite islands: coverage 0.1 ML, mean radius 2.78 nm
One surface, point islands: polygon bias -5.97, pixel bias -6.04 nm^2
One surface, finite islands: pixel bias -7.86 nm^2
Shift from 3.2 to 1.6 nm pixels: point +0.17, finite +0.21 nm^2
Scanner length error 2 %: area error 10.1 nm^2
Images at which scatter of the average equals the bias: 20.9
```
